# Photon statistics of the Scully–Lamb laser from detailed balance: verification in Python

```python
# Result under test: the steady photon distribution of a single-mode laser,
#   p_n = p_0 * product_{k=1..n} r / (1 + k/n_s),
# and the strict fall of g2(0) = <n(n-1)>/<n>^2 with pumping r.
# Symbols (hbar = 1, rates expressed as energies in meV):
#   g coupling, gamma emptying rate of both emitter levels,
#   Gamma decay rate of emitter coherence, C photon loss rate,
#   n_s = gamma*Gamma/(4 g^2) saturation photon number,
#   r = (unsaturated gain)/(loss), x = r*n_s.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import solve_continuous_lyapunov
from scipy.optimize import brentq
from scipy.stats import poisson

# Rough typical values for a room-temperature quantum-dot microcavity laser
wavelength_nm = 1200.0
quality = 1.0e5
g, gamma, Gamma = 0.05, 0.2, 5.0
temperature = 300.0
spread_fwhm = 30.0
lower_fraction = 0.2

photon_eV = const.h * const.c / (wavelength_nm * 1e-9) / const.e
C = 1000 * photon_eV / quality
loss_per_s = C * 1e-3 * const.e / const.hbar
n_s = gamma * Gamma / (4 * g**2)


def transfer_probability(photons, start=0, detuning=0.0):
    """Chance that an emitter leaves in the level opposite to its start.

    start = 0: upper level, start = 1: lower level. 'photons' is the larger
    photon number of the coupled pair. Time integral of the density matrix.
    """
    G = g * np.sqrt(photons)
    H = np.array([[detuning, G], [G, 0.0]])
    one = np.eye(2)
    L = -1j * (np.kron(H, one) - np.kron(one, H.T)) - gamma * np.eye(4)
    L = L - (Gamma - gamma) * np.diag([0, 1, 1, 0])
    rho0 = np.zeros(4, dtype=complex)
    rho0[3 * start] = 1
    integral = -np.linalg.solve(L, rho0)
    return gamma * integral[3 - 3 * start].real


def stationary(up, down):
    """Null vector of the full rate matrix; up[n]: n->n+1, down[n]: n->n-1."""
    size = len(up)
    M = np.zeros((size, size))
    for n in range(size):
        if n + 1 < size:
            M[n + 1, n] += up[n]
            M[n, n] -= up[n]
        if n > 0:
            M[n - 1, n] += down[n]
            M[n, n] -= down[n]
    M[-1, :] = 1.0
    rhs = np.zeros(size)
    rhs[-1] = 1.0
    return np.linalg.solve(M, rhs)


def product_distribution(r, ns, size=None):
    if size is None:
        size = int(ns * max(r - 1, 0) + 12 * np.sqrt(ns * (1 + r)) + 100)
    k = np.arange(1, size)
    logs = np.concatenate(([0.0], np.cumsum(np.log(r) - np.log1p(k / ns))))
    p = np.exp(logs - logs.max())
    return p / p.sum()


def statistics(p):
    n = np.arange(len(p))
    mean = np.sum(n * p)
    variance = np.sum((n - mean)**2 * p)
    g2 = np.sum(n * (n - 1.0) * p) / mean**2
    return mean, variance, g2


def g2_of(r, ns):
    return statistics(product_distribution(r, ns))[2]


# Emission and absorption probabilities, with and without detuning
for photons in (1, 7, 100, 500):
    for detuning in (0.0, 4.0, 13.0):
        s = photons / n_s
        formula = 0.5 * s / (1 + (detuning / Gamma)**2 + s)
        for start in (0, 1):
            value = transfer_probability(photons, start, detuning)
            assert abs(value - formula) < 1e-10

# Stationary state of the rate matrix built from the emitter dynamics
size = 700
numbers = np.arange(size)
emit = np.array([transfer_probability(n + 1) for n in numbers])
absorb = np.array([transfer_probability(n, 1) for n in numbers])
for r in (0.5, 1.0, 2.0, 4.0):
    up = r * 2 * n_s * C * emit
    p_matrix = stationary(up, C * numbers)
    p_product = product_distribution(r, n_s, size)
    assert np.max(np.abs(p_matrix - p_product)) < 1e-9
    current = up[:-1] * p_matrix[:-1] - C * numbers[1:] * p_matrix[1:]
    assert np.max(np.abs(current)) < 1e-9 * C * n_s

# Moment identities against explicit sums
for ns in (0.5, 3.0, 100.0):
    for r in (0.3, 1.0, 2.5):
        p = product_distribution(r, ns)
        mean, variance, g2 = statistics(p)
        x = r * ns
        assert abs(mean - (x - ns + ns * p[0])) < 1e-9 * (1 + x)
        closed = ((x - ns - 1) * mean + x) / mean**2
        assert abs(g2 - closed) < 1e-8

# Limits: start value, thermal side, threshold, coherent side
for ns in (0.5, 3.0, 100.0):
    assert abs(g2_of(1e-6, ns) - 2 * (ns + 1) / (ns + 2)) < 1e-5
big = 1.0e6
p = product_distribution(0.5, big)
assert np.max(np.abs(p - 0.5 * 0.5**np.arange(len(p)))) < 1e-5
for r in (0.2, 0.5, 0.7):
    assert abs((2 - g2_of(r, big)) * big * (1 - r)**2 - 2) < 2e-3
assert abs(g2_of(1.0, big) - np.pi / 2) < 2e-3
for r in (2.0, 3.0, 5.0):
    mean, variance, g2 = statistics(product_distribution(r, n_s))
    assert abs((g2 - 1) * n_s * (r - 1)**2 - 1) < 1e-6
    assert abs(variance / mean - r / (r - 1)) < 1e-6

# Positive mixture of Poisson distributions, by Gauss-Legendre quadrature
nodes, weights = np.polynomial.legendre.leggauss(400)
t = 0.5 * (nodes + 1)
for r in (0.5, 1.0, 2.0):
    x = r * n_s
    exponent = x * t + (n_s - 1) * np.log1p(-t)
    density = weights * np.exp(exponent - exponent.max())
    density /= density.sum()
    n = np.arange(500)
    mixture = poisson.pmf(n[:, None], x * t[None, :]) @ density
    assert np.max(np.abs(mixture - product_distribution(r, n_s, 500))) < 1e-9

# Convexity equation for y = S/S', S being the normalizing sum
mp.mp.dps = 50
for ns in (3, 100):
    b = mp.mpf(ns + 1)

    def y(z):
        return b * mp.hyp1f1(1, b, z) / mp.hyp1f1(2, b + 1, z)

    for r in (0.5, 1.0, 1.5):
        x = mp.mpf(r) * ns
        y1, y2, y3 = [mp.diff(y, x, order) for order in (1, 2, 3)]
        left = x * y3 + (2 + x - b + 2 * y(x)) * y2
        right = -2 * y1 * (1 + y1)
        assert abs(left - right) < mp.mpf("1e-8")
        assert y2 > 0
        assert abs(float(1 - y1) - g2_of(r, ns)) < 1e-8

# Strict fall and bounds on a fine pump grid
for ns in (0.5, 3.0, 100.0):
    curve = np.array([g2_of(r, ns) for r in np.linspace(0.01, 6, 600)])
    assert np.all(np.diff(curve) < 0)
    assert np.all((curve > 1) & (curve < 2))

# Neglected effect: some emitters arrive in the lower level, same net gain
r_test = 2.0
gain = r_test / (1 - lower_fraction)
absorption = lower_fraction * gain
p_lower = stationary(gain * 2 * n_s * C * emit,
                     C * numbers + absorption * 2 * n_s * C * absorb)
ns_lower = n_s * (1 + absorption)
p_map = product_distribution(gain / (1 + absorption), ns_lower, size)
assert np.max(np.abs(p_lower - p_map)) < 1e-9
lower_stats = statistics(p_lower)

# Neglected effect: Gaussian spread of emitter energies, same small-signal r
sigma = spread_fwhm / (2 * np.sqrt(2 * np.log(2)))
d = np.linspace(-8 * sigma, 8 * sigma, 4001)
gauss = np.exp(-d**2 / (2 * sigma**2))
gauss /= gauss.sum()
lorentz = 1 + (d / Gamma)**2
resonant_share = np.sum(gauss / lorentz)
wide = np.arange(1500)
saturated = np.array([np.sum(gauss / (lorentz + (n + 1) / n_s)) for n in wide])
p_spread = stationary(r_test * C * (wide + 1) * saturated / resonant_share,
                      C * wide)
assert abs(p_spread[-1]) < 1e-12
spread_stats = statistics(p_spread)


# Neglected effect: finite emitter memory, linearized noise of
# (upper population, lower population, photon number)
def memory_variance(r, loss):
    kappa = gamma / (2 * n_s)
    pump = r * 2 * n_s * loss
    n0 = n_s * (r - 1)
    inversion = loss / kappa
    upper = 0.5 * (pump / gamma + inversion)
    lower = 0.5 * (pump / gamma - inversion)
    k, q = kappa * n0, kappa * inversion
    J = np.array([[-gamma - k, k, -q], [k, -gamma - k, q], [k, -k, q - loss]])
    events = [((1, 0, 0), pump), ((-1, 0, 0), gamma * upper),
              ((0, -1, 0), gamma * lower), ((-1, 1, 1), k * upper),
              ((1, -1, -1), k * lower), ((0, 0, -1), loss * n0)]
    D = sum(rate * np.outer(v, v) for v, rate in events)
    return solve_continuous_lyapunov(J, -D)[2, 2]


for r in (1.5, 2.0, 4.0):
    assert abs(memory_variance(r, C * 1e-4) / (n_s * r) - 1) < 1e-3
mean_ideal = n_s * (r_test - 1)
var_memory = memory_variance(r_test, C)
g2_memory = 1 + (var_memory - mean_ideal) / mean_ideal**2
thermal = 1 / np.expm1(photon_eV * const.e / (const.k * temperature))

# Printed results
print(f"wavelength = {wavelength_nm:.0f} nm")
print(f"photon energy = {photon_eV:.4f} eV")
print(f"cavity quality factor = {quality:.0f} (no unit)")
print(f"coupling g = {g:.3f} meV")
print(f"level-emptying rate gamma = {gamma:.3f} meV")
print(f"coherence decay Gamma = {Gamma:.3f} meV")
print(f"photon loss C = {C:.5f} meV")
print(f"photon loss rate = {loss_per_s:.4e} 1/s")
print(f"saturation number n_s = {n_s:.2f} photons")
print(f"emission probability at 1 photon = {emit[0]:.6f}")
print(f"emission probability at 100 photons = {emit[99]:.6f}")
print(f"g2 limit at zero pump = {2*(n_s+1)/(n_s+2):.5f}")
print("table: r, mean photons, Fano factor, p_0, g2 (no unit)")
for r in (0.1, 0.5, 0.8, 1.0, 1.2, 1.5, 2.0, 5.0):
    p = product_distribution(r, n_s)
    mean, variance, g2 = statistics(p)
    print(f"  {r:.1f}  {mean:.4f}  {variance/mean:.4f}  {p[0]:.3e}  {g2:.5f}")
print(f"first-order g2 at r=0.5 = {2-2/(n_s*0.25):.5f}")
print(f"first-order g2 at r=1.5 = {1+1/(n_s*0.25):.5f}")
for level in (1.9, 1.1):
    crossing = brentq(lambda r: g2_of(r, n_s) - level, 0.05, 4)
    print(f"g2 = {level} is crossed at r = {crossing:.4f}")
for r in (0.9, 1.0, 1.1):
    print(f"n_s = 1e6: g2 at r={r} is {g2_of(r, big):.6f}")
print(f"pi/2 = {np.pi/2:.6f}")
current_uA = 2 * n_s * loss_per_s * const.e * 1e6
print(f"ideal threshold current = {current_uA:.4f} uA")
power_uW = photon_eV * const.e * loss_per_s * mean_ideal * 1e6
print(f"power leaving cavity at r=2 = {power_uW:.4f} uW")
print(f"emitters present on average at r=2 = {r_test*2*n_s*C/gamma:.2f}")
print("neglected effects at r=2:")
print(f"  thermal photons at {temperature:.0f} K = {thermal:.2e}")
print(f"  lower/upper arrival ratio = {lower_fraction:.2f}")
print(f"  with lower arrivals: mean = {lower_stats[0]:.2f} photons")
print(f"  with lower arrivals: g2 = {lower_stats[2]:.5f}")
print(f"  energy spread, full width = {spread_fwhm:.1f} meV")
print(f"  with spread: mean = {spread_stats[0]:.2f} photons")
print(f"  with spread: g2 = {spread_stats[2]:.5f}")
print(f"  with spread: current factor = {1/resonant_share:.3f}")
print(f"  loss/emptying ratio C/gamma = {C/gamma:.4f}")
print(f"  variance without memory = {n_s*r_test:.2f}")
print(f"  variance with memory = {var_memory:.2f}")
print(f"  with memory: g2 = {g2_memory:.5f}")
print("done: every assertion held")
```

Output:

```
wavelength = 1200 nm
photon energy = 1.0332 eV
cavity quality factor = 100000 (no unit)
coupling g = 0.050 meV
level-emptying rate gamma = 0.200 meV
coherence decay Gamma = 5.000 meV
photon loss C = 0.01033 meV
photon loss rate = 1.5697e+10 1/s
saturation number n_s = 100.00 photons
emission probability at 1 photon = 0.004950
emission probability at 100 photons = 0.250000
g2 limit at zero pump = 1.98039
table: r, mean photons, Fano factor, p_0, g2 (no unit)
  0.1  0.1096  1.1070  9.011e-01  1.97607
  0.5  0.9464  1.8831  5.095e-01  1.93310
  0.8  3.0266  3.4060  2.303e-01  1.79495
  1.0  7.7657  5.1116  7.766e-02  1.52946
  1.2  20.6999  5.0972  6.999e-03  1.19793
  1.5  50.0003  2.9997  3.126e-06  1.03999
  2.0  100.0000  2.0000  1.880e-15  1.01000
  5.0  400.0000  1.2500  6.022e-106  1.00062
first-order g2 at r=0.5 = 1.92000
first-order g2 at r=1.5 = 1.04000
g2 = 1.9 is crossed at r = 0.6184
g2 = 1.1 is crossed at r = 1.3119
n_s = 1e6: g2 at r=0.9 is 1.999800
n_s = 1e6: g2 at r=1.0 is 1.570379
n_s = 1e6: g2 at r=1.1 is 1.000100
pi/2 = 1.570796
ideal threshold current = 0.5030 uA
power leaving cavity at r=2 = 0.2598 uW
emitters present on average at r=2 = 20.66
neglected effects at r=2:
  thermal photons at 300 K = 4.40e-18
  lower/upper arrival ratio = 0.20
  with lower arrivals: mean = 100.00 photons
  with lower arrivals: g2 = 1.01500
  energy spread, full width = 30.0 meV
  with spread: mean = 184.40 photons
  with spread: g2 = 1.00654
  with spread: current factor = 2.709
  loss/emptying ratio C/gamma = 0.0517
  variance without memory = 200.00
  variance with memory = 203.87
  with memory: g2 = 1.01039
done: every assertion held
```
